# Average Contact-Hole Failure Rate under Gaussian Dose Variation: a program that tests the result

```python
# Result under test: if the failure probability of a contact hole is
#   p(x) = p0 * 10**(-x/w),  x = dose deviation in percent of nominal dose,
# and x is Gaussian with zero mean and rms sigma, then the average is
#   <p> = M * p0,  M = exp((sigma*ln10/w)**2 / 2),  about 14 for sigma = w.
# w: percent dose per decade; k = ln10/w; kappa = k*sigma.
# Shot noise within a hole is part of p(x), not part of sigma.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import norm

# Round model parameters
w = 2.0                    # percent per decade
sigma = 2.0                # percent rms
p0 = 1e-10                 # failures per hole at nominal dose
holes_per_field = 1e9
dose = 40.0                # mJ/cm2
wavelength_nm = 13.5
diameter_nm = 24.0
absorbed_fraction = 0.2

k = np.log(10) / w
kappa = k * sigma


def relative_rate(x):
    return 10.0 ** (-x / w)


def gaussian_average(function, rms):
    """Direct quadrature over a Gaussian dose distribution."""
    x = np.linspace(-12 * rms, 12 * rms, 40001)
    density = np.exp(-x**2 / (2 * rms**2)) / (rms * np.sqrt(2 * np.pi))
    return np.sum(function(x) * density) * (x[1] - x[0])


def multiplier(rms):
    return np.exp((k * rms) ** 2 / 2)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Main result, by quadrature and by random sampling
M = multiplier(sigma)
M_quadrature = gaussian_average(relative_rate, sigma)
for rms in (1.0, 2.0, 3.0):
    assert close(gaussian_average(relative_rate, rms), multiplier(rms), 1e-9)
assert round(M_quadrature) == 14

relative_variance = np.exp(kappa**2) - 1
second_moment = gaussian_average(lambda x: relative_rate(x) ** 2, sigma)
assert close(second_moment / M_quadrature**2 - 1, relative_variance, 1e-8)
samples = 4_000_000
rng = np.random.default_rng(12345)
sampled_rate = relative_rate(sigma * rng.standard_normal(samples))
M_sampled = sampled_rate.mean()
sampling_error = np.sqrt(relative_variance / samples)
assert close(M_sampled, M, 5 * sampling_error)
assert close(np.median(sampled_rate), 1.0, 0.01)
samples_for_ten_percent = relative_variance / 0.1**2

# Shortcuts that fail
two_point = (relative_rate(sigma) + relative_rate(-sigma)) / 2
second_order = 1 + kappa**2 / 2
assert two_point < 0.5 * M and second_order < 0.5 * M

# Which doses produce the failures
dominant = -k * sigma**2
x_grid = np.linspace(-12 * sigma, 12 * sigma, 48001)
weight = relative_rate(x_grid) * norm.pdf(x_grid, scale=sigma)
assert abs(x_grid[np.argmax(weight)] - dominant) < 0.002


def failure_density(x):
    return relative_rate(x) * norm.pdf(x, scale=sigma)


share_below = quad(failure_density, -24, dominant)[0] / M_quadrature
assert close(share_below, 0.5, 1e-6)
holes_below = norm.cdf(-kappa)
holes_below_direct = quad(lambda x: norm.pdf(x, scale=sigma), -24, dominant)[0]
assert close(holes_below_direct, holes_below, 1e-6)
rate_at_dominant = relative_rate(dominant)
assert close(rate_at_dominant, np.exp(kappa**2), 1e-10)

# Dose increase that restores the average, and its limits
shift = k * sigma**2 / 2
restored = gaussian_average(lambda x: relative_rate(x + shift), sigma)
assert close(restored, 1.0, 1e-9)
growth = 1 + shift / 100
residual = gaussian_average(lambda x: relative_rate(shift + growth * x), sigma)
assert close(residual, np.exp(-k * shift + (kappa * growth) ** 2 / 2), 1e-9)


def two_branches(x):
    return (relative_rate(x) + relative_rate(-x)) / 2


both_unshifted = gaussian_average(two_branches, sigma)
both_shifted = gaussian_average(lambda x: two_branches(x + shift), sigma)
assert close(both_unshifted, M, 1e-9)
assert close(both_shifted, (1 + M**2) / 2, 1e-9)

# Saturation at probability one
x_saturation = w * np.log10(p0)
lost = quad(lambda x: (p0 * relative_rate(x) - 1) * norm.pdf(x, scale=sigma),
            x_saturation - 8, x_saturation, epsabs=0)[0]
saturation_loss = lost / (p0 * M)
assert 0 < saturation_loss < 1e-10

# Dose distribution cut at three rms values
cut_direct = (quad(failure_density, -3 * sigma, 3 * sigma)[0]
              / quad(lambda x: norm.pdf(x, scale=sigma),
                     -3 * sigma, 3 * sigma)[0])
cut_formula = (M * (norm.cdf(3 + kappa) - norm.cdf(-3 + kappa))
               / (norm.cdf(3) - norm.cdf(-3)))
assert close(cut_direct, cut_formula, 1e-7)


# Curvature of the logarithm of the failure probability
def curved_multiplier(c):
    q = 1 + c * sigma**2
    return np.exp(kappa**2 / (2 * q)) / np.sqrt(q)


for c in (-0.01, 0.03):
    direct = gaussian_average(lambda x: np.exp(-k * x - c * x**2 / 2), sigma)
    assert close(direct, curved_multiplier(c), 1e-8)
power = 100 * k
M_power = gaussian_average(lambda x: (1 + x / 100) ** (-power), sigma)
assert close(M_power, curved_multiplier(-k / 100), 0.02)  # cubic term omitted
assert M_power > M

# Gaussian threshold model with the same nominal rate and slope
z = norm.isf(p0)
s = norm.pdf(z) / (k * p0)
margin = z * s


def threshold_probability(x):
    return norm.cdf(-(x + margin) / s)


step = 0.01
slope = (np.log10(threshold_probability(step))
         - np.log10(threshold_probability(-step))) / (2 * step)
assert close(slope, -1 / w, 1e-5)
M_threshold = gaussian_average(threshold_probability, sigma) / p0
threshold_formula = norm.cdf(-margin / np.hypot(s, sigma)) / p0
assert close(M_threshold, threshold_formula, 1e-7)
assert M_threshold < M

# Failures and yield when all holes of a field share one dose
nominal_failures = p0 * holes_per_field
average_failures = nominal_failures * M
yield_nominal = np.exp(-nominal_failures)
yield_wrong = np.exp(-average_failures)
yield_true = gaussian_average(
    lambda x: np.exp(-nominal_failures * relative_rate(x)), sigma)
yield_sampled = np.exp(-nominal_failures * sampled_rate).mean()
assert abs(yield_true - yield_sampled) < 1e-3
assert yield_wrong < yield_true < yield_nominal

# Photon count in one hole
photon_energy = const.h * const.c / (wavelength_nm * 1e-9)
photons_per_nm2 = dose * 10 / photon_energy * 1e-18
absorbed = photons_per_nm2 * np.pi * diameter_nm**2 / 4 * absorbed_fraction
shot_noise = 100 / np.sqrt(absorbed)

print(f"Dose change per decade w: {w:.1f} percent")
print(f"Dose variation sigma: {sigma:.1f} percent rms")
print(f"Slope k: {k:.4f} per percent")
print(f"kappa = k sigma: {kappa:.4f}")
print(f"Exponent kappa^2/2: {kappa**2 / 2:.4f}")
print(f"Multiplier M, formula: {M:.3f}")
print(f"Multiplier M, quadrature: {M_quadrature:.3f}")
print(f"Multiplier M, sampling: {M_sampled:.2f}")
print(f"Number of random samples: {samples:d}")
print(f"Expected sampling error: {100 * sampling_error:.2f} percent")
print(f"Multiplier for 1 percent rms: {multiplier(1.0):.3f}")
print(f"Multiplier for 3 percent rms: {multiplier(3.0):.1f}")
print(f"Shortcut, mean of rates at +-sigma: {two_point:.2f}")
print(f"Shortcut, second-order expansion: {second_order:.2f}")
print(f"Centre of failure-weighted dose: {dominant:.3f} percent")
print(f"Rate there relative to nominal: {rate_at_dominant:.1f}")
print(f"Holes below that dose: {100 * holes_below:.3f} percent")
print(f"Failures from those holes: {100 * share_below:.1f} percent")
print(f"Relative variance of rate: {relative_variance:.1f}")
print(f"Dose values for 10 percent error: {samples_for_ten_percent:.0f}")
print(f"Wavelength: {wavelength_nm:.1f} nm")
print(f"Photon energy: {photon_energy / const.e:.2f} eV")
print(f"Nominal dose: {dose:.1f} mJ/cm2")
print(f"Incident photons: {photons_per_nm2:.2f} per nm2")
print(f"Hole diameter: {diameter_nm:.1f} nm")
print(f"Absorbed fraction: {absorbed_fraction:.2f}")
print(f"Absorbed photons per hole: {absorbed:.0f}")
print(f"Photon shot noise per hole: {shot_noise:.2f} percent rms")
print(f"Nominal failure probability: {p0:.1e} per hole")
print(f"Average failure probability: {p0 * M:.3e} per hole")
print(f"Holes per field: {holes_per_field:.1e}")
print(f"Failures per field at nominal dose: {nominal_failures:.3f}")
print(f"Average failures per field: {average_failures:.3f}")
print(f"Fault-free fields, all at nominal: {100 * yield_nominal:.1f} percent")
print(f"Fault-free fields, shared dose: {100 * yield_true:.1f} percent")
print(f"Wrong yield from mean failures: {100 * yield_wrong:.1f} percent")
print(f"Compensating dose increase: {shift:.3f} percent")
print(f"Compensating dose increase: {dose * shift / 100:.3f} mJ/cm2")
print(f"Left-over factor if sigma grows with dose: {residual:.3f}")
print(f"Two equal branches, factor unshifted: {both_unshifted:.2f}")
print(f"Two equal branches, factor after shift: {both_shifted:.1f}")
print(f"Dose deviation where law reaches p=1: {x_saturation:.1f} percent")
print(f"Relative loss from saturation: {saturation_loss:.1e}")
print(f"Multiplier, dose cut at +-3 sigma: {cut_direct:.2f}")
print(f"Multiplier, power law in dose: {M_power:.2f}")
print(f"Power-law exponent: {power:.1f}")
print(f"Multiplier, Gaussian threshold model: {M_threshold:.2f}")
print(f"Threshold model width s: {s:.2f} percent")
print(f"Threshold model margin m: {margin:.2f} percent")
print("no test failed")
```

Output:

```
Dose change per decade w: 2.0 percent
Dose variation sigma: 2.0 percent rms
Slope k: 1.1513 per percent
kappa = k sigma: 2.3026
Exponent kappa^2/2: 2.6509
Multiplier M, formula: 14.167
Multiplier M, quadrature: 14.167
Multiplier M, sampling: 14.17
Number of random samples: 4000000
Expected sampling error: 0.71 percent
Multiplier for 1 percent rms: 1.940
Multiplier for 3 percent rms: 389.4
Shortcut, mean of rates at +-sigma: 5.05
Shortcut, second-order expansion: 3.65
Centre of failure-weighted dose: -4.605 percent
Rate there relative to nominal: 200.7
Holes below that dose: 1.065 percent
Failures from those holes: 50.0 percent
Relative variance of rate: 199.7
Dose values for 10 percent error: 19972
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Nominal dose: 40.0 mJ/cm2
Incident photons: 27.18 per nm2
Hole diameter: 24.0 nm
Absorbed fraction: 0.20
Absorbed photons per hole: 2460
Photon shot noise per hole: 2.02 percent rms
Nominal failure probability: 1.0e-10 per hole
Average failure probability: 1.417e-09 per hole
Holes per field: 1.0e+09
Failures per field at nominal dose: 0.100
Average failures per field: 1.417
Fault-free fields, all at nominal: 90.5 percent
Fault-free fields, shared dose: 74.9 percent
Wrong yield from mean failures: 24.3 percent
Compensating dose increase: 2.303 percent
Compensating dose increase: 0.921 mJ/cm2
Left-over factor if sigma grows with dose: 1.131
Two equal branches, factor unshifted: 14.17
Two equal branches, factor after shift: 100.9
Dose deviation where law reaches p=1: -20.0 percent
Relative loss from saturation: 1.6e-15
Multiplier, dose cut at +-3 sigma: 10.76
Multiplier, power law in dose: 16.60
Power-law exponent: 115.1
Multiplier, Gaussian threshold model: 10.02
Threshold model width s: 5.66 percent
Threshold model margin m: 35.98 percent
no test failed
```
